# Gain and domain instability of a biased miniband

**Q.** A miniband electron in a strong dc field is said to amplify radiation at every frequency below about the Bloch frequency. I doubt that such a statement can hold whatever the scattering. What is the model?

**A.** The electrons occupy one miniband of a superlattice with period $d$ and width $\Delta$. In atomic units,

$$\varepsilon(k)=\frac{\Delta}{2}(1-\cos kd),\qquad v(k)=\frac{d\varepsilon}{dk}=\frac{\Delta d}{2}\sin kd .$$

The electron charge is $-1$, so a field $E$ exerts the force $F=-E$, and $\dot k=F$. The phase $kd$ advances at the Bloch frequency $\Omega=Fd$, taken positive. In a uniform field the distribution obeys

$$\partial_t f+F\,\partial_k f=-\gamma_e(f-f_{\rm eq})-\frac{\gamma_{el}}{2}\,[f(k)-f(-k)].$$

The first collision term restores the thermal distribution at the lattice temperature $T$ (in energy units), $f_{\rm eq}\propto\exp[(\Delta/2T)\cos kd]$, normalised to the same density as $f$. The second reverses $k$ without changing the energy. Both conserve the number of electrons.

The assumptions are constant rates, nondegenerate electrons, motion along one axis, and no tunnelling to higher minibands. The semiclassical equation also needs $\Omega$, the signal frequency and the scattering rates to be small compared with $\Delta$.

**Q.** A Boltzmann equation normally gives an endless chain of moments. Where do you cut it?

**A.** No cut is needed here. Let $V=\langle\sin kd\rangle$ and $C=\langle\cos kd\rangle$ be averages per electron. Multiply the equation by $\sin kd$ and integrate over the Brillouin zone. The boundary terms of the integration by parts cancel by periodicity, so the field term gives

$$-F\int\sin kd\;\partial_kf\,dk=Fd\int\cos kd\;f\,dk ,$$

which contributes $\Omega C$. Since $f_{\rm eq}$ is even, the first collision term gives $-\gamma_eV$. Reversing $k$ changes the sign of the sine, so the second gives $-(\gamma_{el}/2)(V+V)=-\gamma_{el}V$.

For $\cos kd$ the field term gives $-\Omega V$, and the elastic term vanishes because the cosine is even. With $\gamma_v=\gamma_e+\gamma_{el}$,

$$\dot V=\Omega C-\gamma_vV,\qquad \dot C=-\Omega V-\gamma_e(C-C_{\rm eq}).$$

These two equations are closed. $C_{\rm eq}$ is the thermal mean of $\cos kd$.

**Q.** What do they give in a dc field alone?

**A.** Set the time derivatives to zero. The first equation gives $V_0=\Omega C_0/\gamma_v$. Inserted in the second, it gives $C_0(\gamma_e+\Omega^2/\gamma_v)=\gamma_eC_{\rm eq}$, hence

$$C_0=\frac{\gamma_v\gamma_e\,C_{\rm eq}}{\gamma_v\gamma_e+\Omega^2},\qquad V_0=\frac{\gamma_e\Omega\,C_{\rm eq}}{\gamma_v\gamma_e+\Omega^2}.$$

The drift velocity is $v_d=(\Delta d/2)V_0$, and

$$\frac{dV_0}{d\Omega}=\gamma_eC_{\rm eq}\frac{\gamma_v\gamma_e-\Omega^2}{(\gamma_v\gamma_e+\Omega^2)^2}.$$

The velocity therefore peaks at $\Omega=\sqrt{\gamma_v\gamma_e}$ and falls at higher fields.

**Q.** Now add the weak signal. Is it enough to let the field accelerate the distribution you have just found?

**A.** No. The signal also changes the energy of the distribution, and this can reverse the sign of the response. Replace $\Omega$ by $\Omega+\delta\Omega\,e^{-i\omega t}$ and keep first-order terms in both equations:

$$(\gamma_v-i\omega)\delta V=\Omega\,\delta C+C_0\,\delta\Omega,$$
$$(\gamma_e-i\omega)\delta C=-\Omega\,\delta V-V_0\,\delta\Omega .$$

The term $-V_0\delta\Omega$ comes from the work of the signal field on electrons that already drift. Multiply the first line by $\gamma_e-i\omega$ and eliminate $\delta C$ with the second:

$$[(\gamma_v-i\omega)(\gamma_e-i\omega)+\Omega^2]\,\delta V=[C_0(\gamma_e-i\omega)-\Omega V_0]\,\delta\Omega .$$

Since $V_0=\Omega C_0/\gamma_v$, the right-hand bracket is $C_0(\gamma_e-i\omega-\Omega^2/\gamma_v)$.

For density $n$ the electric current is $j=-n(\Delta d/2)V$, and $\delta\Omega=d\,\delta F=-d\,\delta E$. The two minus signs cancel in $\sigma=\delta j/\delta E$:

$$\sigma(\omega)=\frac{n\Delta d^2}{2}\,C_0\,\frac{\gamma_e-i\omega-\Omega^2/\gamma_v}{(\gamma_v-i\omega)(\gamma_e-i\omega)+\Omega^2}.$$

At $\Omega=\omega=0$ this is $\sigma_0=n\Delta d^2C_{\rm eq}/(2\gamma_v)$. Dividing by it gives the Ktitorov–Simin–Sindalovskii conductivity,

$$\frac{\sigma(\omega)}{\sigma_0}=\frac{\gamma_v\gamma_e}{\gamma_v\gamma_e+\Omega^2}\;\frac{\gamma_v(\gamma_e-i\omega)-\Omega^2}{(\gamma_v-i\omega)(\gamma_e-i\omega)+\Omega^2}.$$

**Q.** Which limits would expose a wrong sign?

**A.** There are three useful ones. Without bias, the factor $\gamma_e-i\omega$ cancels and $\sigma=\sigma_0\gamma_v/(\gamma_v-i\omega)$, the Drude form. At high frequency, $\sigma\to i\,n\Delta d^2C_0/(2\omega)$, the inertial response of carriers with mean inverse mass $(\Delta d^2/2)C_0$. At zero frequency, with $B^2=\Omega^2/(\gamma_v\gamma_e)$,

$$\frac{\sigma(0)}{\sigma_0}=\frac{1-B^2}{(1+B^2)^2},$$

which is the slope $dV_0/d\Omega$ divided by its zero-field value $C_{\rm eq}/\gamma_v$, as it must be.

**Q.** Where is the gain?

**A.** For a signal $E_1\cos\omega t$ the current is $E_1(\mathrm{Re}\,\sigma\cos\omega t+\mathrm{Im}\,\sigma\sin\omega t)$. The mean absorbed power per volume is therefore $\frac12\mathrm{Re}\,\sigma\,E_1^2$, and gain means $\mathrm{Re}\,\sigma<0$. Write the numerator and denominator of the frequency-dependent fraction as

$$N=(\gamma_v\gamma_e-\Omega^2)-i\omega\gamma_v,$$
$$D=(\gamma_v\gamma_e+\Omega^2-\omega^2)-i\omega(\gamma_v+\gamma_e).$$

The sign of $\mathrm{Re}\,\sigma$ is that of $\mathrm{Re}(ND^*)$, because the prefactor and $|D|^2$ are positive. Multiplying out,

$$\mathrm{Re}(ND^*)=(\gamma_v\gamma_e-\Omega^2)(\gamma_v\gamma_e+\Omega^2-\omega^2)+\omega^2\gamma_v(\gamma_v+\gamma_e).$$

The first product contains $-\omega^2\gamma_v\gamma_e$, which cancels $+\omega^2\gamma_v\gamma_e$ from the second. What remains is

$$\mathrm{Re}(ND^*)=\omega^2(\Omega^2+\gamma_v^2)-(\Omega^4-\gamma_v^2\gamma_e^2).$$

If $\Omega^2\le\gamma_v\gamma_e$, this is not negative at any frequency. If $\Omega^2>\gamma_v\gamma_e$, it is negative for every $0\le\omega<\omega_g$, with

$$\omega_g^2=\frac{\Omega^4-\gamma_v^2\gamma_e^2}{\Omega^2+\gamma_v^2}.$$

**Q.** So my doubt was justified: there is a threshold. Is $\omega_g$ at least close to the Bloch frequency?

**A.** Subtract it from $\Omega^2$:

$$\Omega^2-\omega_g^2=\frac{\Omega^4+\Omega^2\gamma_v^2-\Omega^4+\gamma_v^2\gamma_e^2}{\Omega^2+\gamma_v^2}=\gamma_v^2\,\frac{\Omega^2+\gamma_e^2}{\Omega^2+\gamma_v^2}.$$

This is positive, so the gain band ends below $\Omega$, and at $\omega=\Omega$ the miniband absorbs. For $\Omega\gg\gamma_v$ the difference tends to $\gamma_v^2$ and the edge is close to $\Omega$. Without elastic scattering, $\gamma_v=\gamma_e=\gamma$ and $\omega_g^2=\Omega^2-\gamma^2$.

Strong elastic scattering is different. If $\gamma_v\gg\Omega$ and the field is still far above threshold, then $\omega_g\approx\Omega^2/\gamma_v$, far below $\Omega$. "Below about the Bloch frequency" thus needs the condition $\Omega\gg\gamma_v$.

**Q.** Then is the gain simply a sign that the electrons perform Bloch oscillations?

**A.** No. Free motion of the moments follows from $D=0$ with $s=-i\omega$:

$$s=-\frac{\gamma_v+\gamma_e}{2}\pm\sqrt{\frac{(\gamma_v-\gamma_e)^2}{4}-\Omega^2}.$$

It oscillates only for $\Omega>(\gamma_v-\gamma_e)/2$. With $\gamma_v=20\gamma_e$ this requires $\Omega>9.5\gamma_e$, while gain begins at $\sqrt{20}\,\gamma_e\approx4.5\gamma_e$. Between these values there is gain, although a disturbed mean velocity or energy returns without oscillating. Higher harmonics of the distribution may still oscillate there, but they do not enter the current in a uniform field.

**Q.** Where does the emitted energy come from, if the collisions, on balance, take energy out?

**A.** It comes from the dc source. The mean energy per electron is $(\Delta/2)(1-C)$. Multiplying the cosine equation by $-\Delta/2$ and using $\Omega=Fd$ gives

$$\frac{d}{dt}\frac{\Delta}{2}(1-C)=F\,\frac{\Delta d}{2}V-\frac{\Delta}{2}\gamma_e(C_{\rm eq}-C).$$

The first term on the right is the work of the whole field, and the second is the net loss to the lattice. In the dc state the work is $Fv_d>0$. The first-order changes made by a weak signal oscillate and average to zero over a period, so the mean balance changes only at second order in the amplitude. The mean total work therefore stays positive, even when the part done by the ac field is negative.

**Q.** Put numbers in. I want to see whether the band is wide or merely nonzero.

**A.** Take round model parameters: $d=100$ Å, $\Delta=0.060$ eV, thermal energy 0.025 eV and dc force $10^{-4}$ eV/Å. Rates and frequencies are quoted as energies, that is, multiplied by $\hbar$. Then $\Omega=10^{-4}\times100=0.010$ eV. Let $\gamma_e=0.001$ eV and $\gamma_v=0.004$ eV. The thermal mean is $C_{\rm eq}=0.513$.

The threshold is $\sqrt{0.004\times0.001}=0.002$ eV, so $B^2=25$ and

$$\frac{\sigma(0)}{\sigma_0}=\frac{1-25}{26^2}=-0.0355 .$$

For the edge,

$$\omega_g=\sqrt{\frac{10^{-8}-1.6\times10^{-11}}{10^{-4}+1.6\times10^{-5}}}\ \text{eV}=0.00928\ \text{eV},$$

or 2.24 THz, against 2.42 THz for the Bloch frequency. The band is wide, but the gain is modest on the scale of $\sigma_0$. Its strongest value is $\mathrm{Re}\,\sigma/\sigma_0=-0.0404$, at 0.0060 eV, about 14% larger in size than the static value. At the Bloch frequency the ratio is $+0.0247$, which is absorption.

Changing only $\gamma_v$ shows the two regimes. For $\gamma_v=0.001$ eV the edge is at $0.995\,\Omega$; for $\gamma_v=0.020$ eV it is at $0.438\,\Omega$. The last rate is a third of $\Delta$, so that value illustrates the formula and is not an accurate prediction for a real miniband. The rates are assumed, not taken from a measured sample; they correspond to relaxation times of 0.66 ps and 0.16 ps. The result is sensitive to them: with $\gamma_e=0.006$ eV and $\gamma_v=0.019$ eV the threshold is 0.0107 eV, and the same field gives no gain at all.

**Q.** These values come from the formula I am doubting. Is there evidence that does not use the two moment equations?

**A.** The Boltzmann equation was also solved on a momentum grid. Its linear response agrees with the formula to rounding error for varied rates and fields, on both sides of the threshold. The distribution was also followed in time under a weak oscillating field. The in-phase current gave $\mathrm{Re}\,\sigma/\sigma_0=-0.0397$ at 0.005 eV and $+0.0497$ at 0.012 eV, in agreement with the formula to the digits quoted. This confirms the algebra within the model; it does not test the collision term itself. The values are in the numerical output.

**Q.** You have assumed a uniform field throughout. Will the electrons keep it uniform?

**A.** Let a uniform positive background of density $n$ neutralise the electrons, and let $\epsilon_b$ be its dielectric constant. Poisson's equation is $\epsilon_b\partial_xE=4\pi\rho$, and continuity is $\partial_t\rho+\partial_xj=0$. Together they give

$$\partial_x\left(\frac{\epsilon_b}{4\pi}\,\partial_tE+j\right)=0 .$$

For a perturbation $e^{iqx+st}$ with $q\ne0$, the bracket must vanish: $\epsilon_bs\,\delta E/4\pi+\delta j=0$. The changes of density and the gradient terms in the Boltzmann equation are proportional to $q$. As $q\to0$ they drop out, and $\delta j=\sigma\,\delta E$. Since $e^{st}=e^{-i\omega t}$ means $\omega=is$,

$$s+\frac{4\pi}{\epsilon_b}\,\sigma(is)=0 .$$

Define $W=2\pi n\Delta d^2C_0/\epsilon_b$ and multiply by the denominator of $\sigma$:

$$s\,[(s+\gamma_v)(s+\gamma_e)+\Omega^2]+W\left(s+\gamma_e-\frac{\Omega^2}{\gamma_v}\right)=0 .$$

In the form $s^3+a_2s^2+a_1s+a_0=0$, the coefficients are

$$a_2=\gamma_v+\gamma_e,\qquad a_1=\gamma_v\gamma_e+\Omega^2+W,\qquad a_0=W\left(\gamma_e-\frac{\Omega^2}{\gamma_v}\right).$$

**Q.** A cubic can have an oscillating growing solution. If there is gain near the Bloch frequency, should that not be the one that grows?

**A.** The roots show otherwise. Above threshold $a_0<0$. For real $s>0$ the equation reads $s^3+a_2s^2+a_1s=|a_0|$. Its left side rises steadily from zero, so there is exactly one positive root $s_1$. The other two have sum $-a_2-s_1<0$ and product $|a_0|/s_1>0$. If they are complex conjugates, their common real part is half the sum, hence negative. If they are real, they have equal signs and a negative sum, so both are negative. The one growing mode does not oscillate.

Below threshold all coefficients are positive, so no real root is zero or positive. A cubic has at least one real root; call it $-r$. If the others are a pair $u\pm iw$ with $w\neq0$, expanding the product of factors gives

$$a_2a_1-a_0=-2u\,[(r-u)^2+w^2].$$

The left side is also

$$a_2a_1-a_0=(\gamma_v+\gamma_e)(\gamma_v\gamma_e+\Omega^2)+W\gamma_v+\frac{W\Omega^2}{\gamma_v}>0 ,$$

so $u<0$ and every mode decays. At threshold $a_0=0$, and one root is $s=0$.

**Q.** Then gain and this instability have the same threshold, $\Omega^2=\gamma_v\gamma_e$. What is the mechanism?

**A.** Above the velocity peak, electrons in a region of stronger force move more slowly. Charge then collects at the boundaries of that region and strengthens the force further. This is the onset of a field domain. The linear theory gives the onset, not the final shape of the domain, which needs the nonlinear equations.

When growth is slow enough for $\sigma(is)\approx\sigma(0)$, the rate is $s\approx-4\pi\sigma(0)/\epsilon_b$. For $n=10^{-8}$ Å$^{-3}$ and $\epsilon_b=13$, restoring $e^2=14.40$ eV Å gives

$$\frac{4\pi\sigma_0}{\epsilon_b}=\frac{2\pi e^2n\Delta d^2C_{\rm eq}}{\epsilon_b\gamma_v}=5.35\times10^{-3}\ \text{eV}.$$

Multiplied by 0.0355, this is $1.90\times10^{-4}$ eV. The cubic gives $1.87\times10^{-4}$ eV, a growth time of 3.5 ps. The other roots are $-0.0026\pm0.0100\,i$ eV: oscillations near the Bloch frequency, and they decay.

**Q.** You let $q\to0$, but a sample has a length. Can a short one escape?

**A.** At small $q$ and slow growth, first add the drift of the extra density $\delta n$. The particle flux changes by $\sigma(0)\,\delta F+v_d\,\delta n$, and Poisson's equation gives $\delta n=iq\epsilon_b\,\delta F/4\pi$. Hence

$$s\approx-\frac{4\pi\sigma(0)}{\epsilon_b}-iqv_d .$$

The pattern moves with the electrons. Here $\hbar v_d=0.148$ eV Å, so it travels about 790 Å, or eight periods, in one growth time.

For shorter waves the linearised Boltzmann and Poisson equations were solved together on the momentum grid:

- At $qd=0.03$, the growth rate is $1.82\times10^{-4}$ eV.
- At $qd=0.1$, it is $1.37\times10^{-4}$ eV.
- At $qd=0.3$, the largest $\mathrm{Re}\,s$ is $-2.14\times10^{-4}$ eV, so the wave decays.

From $qd=0.03$ to 0.1 the loss of growth rate relative to $q\to0$ rises about elevenfold. That is close to the ratio of the squares of $q$. Such a law is expected at small $q$: the complex conjugate of a wave has $-q$ and $s^*$, so $\mathrm{Re}\,s$ is even in $q$ and its first correction is quadratic.

The wavelength is $2\pi/q$, or 63 periods at $qd=0.1$ and 21 periods at $qd=0.3$. The former wave has phase velocity $0.144$ eV Å (times $1/\hbar$), slightly below $v_d$. While it crosses 63 periods at this speed, its amplitude grows by a factor of about $e^6$, roughly 400; at the drift velocity the factor would be about 340. The decay of the latter suggests that a sample of about 20 periods could avoid this instability at the chosen density, provided that no wave longer than the sample can develop in it. That is an estimate: contacts impose their own conditions on the field, and these have not been treated.

**Q.** Could I keep a long sample and lower the density instead?

**A.** For a given length that can work, but it also weakens the gain. $\mathrm{Re}\,\sigma$ is proportional to $n$ at every frequency, and so is the slow growth rate $-4\pi\sigma(0)/\epsilon_b$. The spreading of charge, which damps a wave of finite length, does not vanish with $n$. Below some density such a wave therefore decays. The sign of $a_0$ does not depend on $n$, so in this model a sufficiently long wave remains unstable at any nonzero density. To use the gain, one must keep the sample short enough for its density, limit the time available for growth, or change the system in a way that this uniform dc-biased model does not contain.

## Computed values

```
period d = 100 angstrom
miniband width = 0.060 eV
thermal energy = 0.025 eV
Bloch frequency = 0.0100 eV
dc force = 1.00e-04 eV/angstrom
energy relaxation rate = 0.0010 eV
velocity relaxation rate = 0.0040 eV
density = 1.0e-08 angstrom^-3
background dielectric constant = 13
e^2 = 14.3996 eV angstrom
thermal mean of cos(kd) = 0.5128
threshold Bloch frequency = 0.0020 eV
static velocity peak found at = 0.0020 eV
B^2 = Bloch^2/(gv*ge) = 25.00
static mean of sin(kd) = 0.04931
drift velocity times hbar = 0.1479 eV angstrom
4 pi sigma0/eps_b = 5.353e-03 eV
sigma/sigma0 at 0.000 eV: Re -0.03550 Im +0.00000
sigma/sigma0 at 0.003 eV: Re -0.03717 Im -0.01073
sigma/sigma0 at 0.006 eV: Re -0.04044 Im -0.03142
sigma/sigma0 at 0.009 eV: Re -0.00885 Im -0.07753
sigma/sigma0 at 0.010 eV: Re +0.02470 Im -0.07582
sigma/sigma0 at 0.012 eV: Re +0.04970 Im -0.02840
sigma/sigma0 at 0.020 eV: Re +0.01435 Im +0.00555
strongest gain at = 0.00603 eV
Re sigma/sigma0 there = -0.04044
gain edge, formula = 0.009277 eV
gain edge, Boltzmann grid = 0.009277 eV
gain edge as frequency = 2.243 THz
Bloch frequency in THz = 2.418 THz
edge/Bloch frequency for gv = 0.001 eV: 0.9950
edge/Bloch frequency for gv = 0.004 eV: 0.9277
edge/Bloch frequency for gv = 0.020 eV: 0.4382
time evolution, Re sigma/sigma0 at 0.005 eV: -0.03968 (formula -0.03968)
time evolution, Re sigma/sigma0 at 0.012 eV: +0.04970 (formula +0.04970)
long-wave root s: +1.8683e-04 +0.0000e+00 i eV
long-wave root s: -2.5934e-03 -9.9532e-03 i eV
long-wave root s: -2.5934e-03 +9.9532e-03 i eV
-4 pi sigma(0)/eps_b = 1.9005e-04 eV
growth time = 3.523 ps
drift length per growth time = 792 angstrom
qd = 0.001: largest Re s = +1.868e-04 eV, Im s = -1.480e-06 eV
qd = 0.010: largest Re s = +1.863e-04 eV, Im s = -1.479e-05 eV
qd = 0.030: largest Re s = +1.823e-04 eV, Im s = -4.428e-05 eV
qd = 0.100: largest Re s = +1.372e-04 eV, Im s = -1.439e-04 eV
qd = 0.300: largest Re s = -2.143e-04 eV, Im s = -3.376e-04 eV
qd = 1.000: largest Re s = -9.057e-04 eV, Im s = +9.127e-05 eV
largest conductivity error = 1.8e-15
largest relative growth-rate error = 6.8e-06
```
